Shear modes of a trilayer from the bilayer frequency

**Problem**

A layered crystal is thinned to two layers. Its shear mode, in which the layers slide against each other parallel to their planes, is found at 31 cm⁻¹. A second flake of the same crystal has three layers. Treat each flake as a chain of rigid layers with springs between nearest neighbours.

(a) Find the force constant of one interface from the bilayer frequency.

(b) Find all the shear modes of the trilayer, with their displacement patterns.

(c) Calculate the wavenumber of the upper one, meaning the higher of the two nonzero shear frequencies.

(d) Decide how many digits of the answer can be trusted.

For the absolute force constant, take the crystal to be graphene-like: a honeycomb lattice with two carbon atoms of 12.011 u per cell and a rough lattice constant of 0.246 nm.

**Assumptions and units**

The layers are identical, and each moves as a rigid sheet of mass per area μ. Each interface has a shear stiffness per area K, measured in N/m³: force per area, divided by relative displacement. K is the same in the bilayer and the trilayer. The flakes hang free, all parts of a layer move in phase, and displacements are small enough for the force to be linear.

Spectra are read in wavenumbers, so frequencies are quoted as ν in cm⁻¹ rather than in atomic units. The angular frequency is ω = 2πcν. Because ω and ν are proportional, a ratio of wavenumbers equals the ratio of angular frequencies.

**Hints**

1. First ask whether the direction of sliding matters. What does a threefold axis perpendicular to the layers imply for the spring constant?

2. In the bilayer, subtract one equation of motion from the other. How does the relative displacement accelerate?

3. In the trilayer, count the springs on each layer. Then subtract the equation of the third layer from that of the first. The result splits the problem into two easy cases.

4. You need neither K nor μ for part (c). Form a ratio.

**Solution**

*One direction is enough*

A layer can slide along x or y, so the stiffness of an interface is in general a symmetric 2×2 matrix of second derivatives of the interlayer energy. Suppose that this matrix had two different eigenvalues. Its eigenvectors would then define two perpendicular lines, one stiff and one soft. A rotation by 120° about the layer normal is a symmetry of the interface, so it would have to carry the stiff line into itself. A 120° rotation carries no in-plane line into itself. The two eigenvalues must therefore be equal, and the stiffness is the same number K in every in-plane direction.

The same symmetry separates sliding from changes of the layer spacing. The constants coupling the two would form an in-plane vector that a 120° rotation leaves unchanged, and such a vector is zero. Each shear mode is thus a pair of equal frequencies, one for x and one for y, and a single displacement u per layer suffices.

The argument can be tried on two honeycomb layers in the AB stacking, where half the atoms of one layer sit above atoms of the other. Let every pair of atoms in different layers contribute a repulsive energy proportional to exp(−d²/s²), with d their in-plane distance and s = 0.1 nm. The two principal curvatures of the summed energy then have the ratio 1.000000. Halfway between an AB position and the neighbouring BA position (the equivalent stacking with the two sublattices exchanged) there is no threefold axis, and for this s the ratio is about −5.1: the energy rises in one direction and falls in the other. That value belongs to the toy energy and changes with s; only the equality at AB is fixed by symmetry. The single spring constant therefore belongs to the symmetric stacking, not to layers in an arbitrary position.

*(a) The bilayer*

Let u₁ and u₂ be the displacements of the two layers. The energy per area stored in the interface is

E = ½K(u₂ − u₁)².

The force per area on a layer is minus the derivative of E with respect to its displacement:

μü₁ = K(u₂ − u₁)

μü₂ = −K(u₂ − u₁).

If layer 2 is ahead of layer 1, layer 1 is pulled forward and layer 2 backward, as it should be. Subtract the first equation from the second and write r = u₂ − u₁:

μr̈ = −2Kr.

The factor 2 arises because both layers respond to the same spring. For r proportional to cos ωt, r̈ = −ω²r, so the bilayer frequency ω₂ obeys

ω₂² = 2K/μ, or K = ½μω₂².

The sum of the two equations gives ü₁ + ü₂ = 0. This is the free drift of the whole flake, which is not a vibration.

For the numbers, the area of the two-atom cell is

(√3/2)(0.246 nm)² = 0.05241 nm²,

and the mass per area is

μ = 2 × 12.011 u / 0.05241 nm² = 7.611 × 10⁻⁷ kg/m².

A wavenumber of 31 cm⁻¹ corresponds to ω₂ = 5.839 × 10¹² rad/s. Hence

K = ½ × 7.611 × 10⁻⁷ kg/m² × (5.839 × 10¹² rad/s)² ≈ 1.30 × 10¹⁹ N/m³.

*(b) The trilayer*

There are now two interfaces:

E = ½K(u₂ − u₁)² + ½K(u₃ − u₂)².

Differentiation gives

μü₁ = K(u₂ − u₁)

μü₂ = K(u₁ − 2u₂ + u₃)

μü₃ = K(u₂ − u₃).

The middle layer feels two springs and each outer layer one. In a normal mode all layers oscillate at one frequency, uᵢ = Aᵢ cos ωt, so that üᵢ = −ω²uᵢ. Define the dimensionless number λ = μω²/K. Dividing by −K cos ωt turns the equations into

λA₁ = A₁ − A₂

λA₂ = −A₁ + 2A₂ − A₃

λA₃ = A₃ − A₂.

Subtract the third from the first. The terms in A₂ cancel:

λ(A₁ − A₃) = A₁ − A₃.

Either the outer layers move differently and λ = 1, or they move alike and A₁ = A₃.

*Case 1: A₁ ≠ A₃.* With λ = 1 the first equation becomes A₁ = A₁ − A₂, so A₂ = 0. The second then reads 0 = −A₁ − A₃, so A₃ = −A₁. The pattern is (1, 0, −1): the outer layers slide in opposite directions and the middle layer stands still. Its frequency is

ω² = K/μ.

*Case 2: A₁ = A₃ = a.* The first equation gives

A₂ = (1 − λ)a.

The second becomes λA₂ = 2A₂ − 2a, or (λ − 2)A₂ = −2a. Inserting A₂ gives

(λ − 2)(1 − λ)a = −2a.

Here a cannot be zero, since A₂ would then vanish too and nothing would move. Divide by a and expand:

λ − λ² − 2 + 2λ = −2

3λ − λ² = 0

λ(3 − λ) = 0.

The root λ = 0 gives A₂ = a, the pattern (1, 1, 1), which is the drift of the whole flake. The root λ = 3 gives A₂ = −2a. The pattern is (1, −2, 1): the outer layers move together, and the middle layer moves the other way with twice the amplitude. The centre of mass stays at rest, because 1 − 2 + 1 = 0. The frequency is

ω² = 3K/μ.

The two cases exhaust the possibilities, so for each in-plane direction the trilayer has two shear vibrations and one free translation.

*(c) The upper mode*

Divide the squared frequency of the upper trilayer mode by that of the bilayer:

ν₃²/ν₂² = (3K/μ)/(2K/μ) = 3/2.

Both K and μ have dropped out. Therefore

ν₃ = √(3/2) ν₂ = 1.22474 × 31 cm⁻¹ = 37.97 cm⁻¹,

or **38 cm⁻¹** to the nearest whole number. This is 1.14 THz, or a vibrational quantum of 4.71 meV. In the same way the lower mode is at

ν₂/√2 = 21.92 cm⁻¹.

One trilayer mode lies above the bilayer mode and the other below it.

*Why the factor is 3/2*

An energy argument gives the same factor without solving the equations again. In a harmonic vibration the greatest potential energy equals the greatest kinetic energy. For amplitudes Aᵢ this reads

½K × (sum of squared stretches) = ½μω² × (sum of squared amplitudes).

In the bilayer pattern (1, −1) the one spring is stretched by 2. The sums are 4 and 2, so ω² = 2K/μ. In the trilayer pattern (1, −2, 1) each of the two springs is stretched by 3. The sums are 9 + 9 = 18 and 1 + 4 + 1 = 6, so ω² = 3K/μ. The third layer adds mass, but the new motion stretches the springs more for a given amount of moving mass, and the frequency rises.

A calculation in time gives the same result. Start the three layers at rest, displaced as (1, −2, 1), and integrate Newton's equations numerically with the K and μ found above. The motion repeats after T = 0.8786 ps, and 1/(cT) is 37.97 cm⁻¹.

*The limit of many layers*

In an infinite stack, let neighbouring layers move in opposite directions with equal amplitude A. A layer displaced by A has both neighbours at −A. Each of its two springs pulls it back with a force 2KA, so

μω²A = 4KA, or ω² = 4K/μ.

Compared with the bilayer, the squared frequency has doubled:

ν(bulk) = √2 ν₂ = 43.84 cm⁻¹.

The factors 2, 3 and 4 for bilayer, trilayer and bulk put the upper trilayer mode between the other two. In the bulk every layer has two springs, whereas in the trilayer the two outer layers have only one each.

*(d) How many digits?*

If "31" means a value rounded to the nearest whole number, the bilayer mode may lie anywhere from 30.5 to 31.5 cm⁻¹. The upper trilayer mode then ranges from 37.35 to 38.58 cm⁻¹. The ratio √(3/2) stretches the uncertainty by the same 22 % as the frequency. The calculated value rounds to 38, but the input alone would also permit 37 or 39. The decimals in 37.97 serve to check the arithmetic and are not a prediction of that accuracy: the answer is 38.0 ± 0.6 cm⁻¹, two digits with the second uncertain by one. Since K goes as the square of the frequency, the same input range puts it between 1.26 and 1.34 × 10¹⁹ N/m³.

The model has uncertainties of its own.

*A changed interface.* Frequencies scale as √K. If both interfaces of the trilayer were 5 % stiffer than that of the bilayer, the upper mode would rise by the factor √1.05, or 0.94 cm⁻¹. The 5 % is an assumed change, chosen to show the sensitivity. A difference in layer spacing between the flakes would enter in this way. Strain along one in-plane direction is different: it removes the threefold axis, so K depends on the direction of sliding and each shear mode can split in two.

*Temperature.* At 300 K the upper mode contains about 5 thermal quanta on average. In a harmonic chain this enlarges the amplitude without changing the frequency. Real forces are not perfectly linear, so K can depend on temperature. If both flakes are measured at the same temperature and their K changes by the same factor, that factor cancels in the ratio. The chain does not predict how well this last condition holds.

*Flexible layers.* The two sublattices of a layer can move against each other, at a wavenumber Ω far above the shear modes. It is set here to 1580 cm⁻¹, a rough input for a graphene-like layer. Take a simple case in which the neighbouring layers pull on one sublattice alone, the same one from both sides. Let F be that force per area, x and y the amplitudes of the pulled and the other sublattice, each of mass μ/2 per area, and κ the spring between them. Then

−½μω²x = F − κ(x − y)

−½μω²y = κ(x − y).

Adding the two gives the mean displacement (x + y)/2 = −F/(μω²). Subtracting them gives (2κ − ½μω²)(x − y) = F. Without F this relative motion has the squared angular frequency ω₀² = 4κ/μ, where ω₀ = 2πcΩ, so x − y = 2F/[μ(ω₀² − ω²)]. The pulled sublattice moves by the mean plus half the difference:

x = −(F/μω²)[1 − ω²/(ω₀² − ω²)].

A rigid layer would have only the 1 in the bracket. For ω much smaller than ω₀ the layer therefore acts as if its mass were μ(1 + ω²/ω₀²), slightly more at higher frequency. Part of this is absorbed when K is fitted to the bilayer. The rest lowers the upper mode by about

ν₃(ν₃² − ν₂²)/(2Ω²).

A diagonalization with K refitted to 31 cm⁻¹ gives a shift of −0.0037 cm⁻¹, which is negligible. This number belongs to the simple case chosen: the size and even the sign of the shift depend on how the force is divided between the sublattices.

*Motion that is not uniform in the plane.* Light can excite a vibration with an in-plane wavevector q. The elasticity of each layer then adds v²q² to every ω², with v the in-plane sound speed. For 532 nm light scattered back through a lens of numerical aperture 0.9, the largest q is

2 × 0.9 × 2π/(532 nm) = 0.0213 nm⁻¹.

With a rough longitudinal speed of 20 km/s the upper mode rises by 0.067 cm⁻¹. Rays closer to the normal give less. Sliding perpendicular to q involves the smaller transverse speed and shifts less, so the pair of equal frequencies splits slightly. The 0.067 cm⁻¹ assumes that K was fitted at q = 0. A bilayer probed at the same q rises by about 0.08 cm⁻¹, and √(3/2) times its frequency then overestimates the upper mode by about 0.03 cm⁻¹.

*Comparison with graphene*

The input and the lattice data are in the regime of few-layer graphene, and none of them is far from typical. Bulk graphite has its shear mode at roughly 43 cm⁻¹, close to the model's 43.84 cm⁻¹, which supports the use of one K for different thicknesses at the level of a few per cent. A flake that lies on a substrate breaks the assumption of free suspension. Variation 2 shows that an assumed substrate spring of a tenth of K moves the upper mode by about 0.1 cm⁻¹ if K comes from a free bilayer, and causes a larger error if the bilayer is supported as well.

**Variation 1: a spring between the outer layers**

*Add a spring K′ between layers 1 and 3. Which trilayer mode reveals it?*

The energy gains the term ½K′(u₃ − u₁)². In the upper pattern (1, −2, 1) the outer layers have equal displacements, so the new spring is never stretched and exerts no force. The upper mode stays at ω² = 3K/μ. The bilayer has no second neighbours, so the value of K obtained from it is unaffected too.

In the lower pattern (1, 0, −1) the new spring is stretched by 2. The restoring force on layer 1 is K × 1 from the middle layer and K′ × 2 from the far layer. The forces on the middle layer still cancel, so the pattern survives, with

ω² = (K + 2K′)/μ.

For an assumed K′ = 0.05K the lower mode moves from 21.92 to

21.92 cm⁻¹ × √1.10 = 22.99 cm⁻¹,

while the upper one remains at 37.97 cm⁻¹. If both modes are measured, their ratio gives the second-neighbour spring. In a graphene-like trilayer this is not easy. The rigid chain has the same frequencies for ABA and ABC stacking, but symmetry lets Raman backscattering at normal incidence show only the upper mode in ABA and only the lower mode in ABC. From

ν²(lower)/ν²(upper) = (1 + 2K′/K)/3

it follows that

K′/K = ½[3ν²(lower)/ν²(upper) − 1].

The wavenumbers must be precise: errors of 0.5 cm⁻¹ in both can change K′/K by about 0.04, almost as much as the 0.05 assumed above. The formula holds for a free trilayer with two equal interfaces. A weak substrate spring also raises the ratio and could be mistaken for K′: one of 0.1K imitates K′/K ≈ +0.02. Unequal interfaces act only at second order in their difference and lower the ratio: 1.05K and 0.95K imitate K′/K ≈ −0.0025.

**Variation 2: the trilayer rests on a substrate**

*Join layer 1 to an immovable substrate by a weak spring K_s. How far does the upper mode move?*

The first amplitude equation gains a term; the other two are unchanged:

μω²A₁ = K(A₁ − A₂) + K_sA₁

μω²A₂ = K(−A₁ + 2A₂ − A₃)

μω²A₃ = K(A₃ − A₂).

Multiply them by 1, −2 and 1, the free upper pattern, and add. On the right, the terms with K collect to

K[(A₁ − A₂) + (2A₁ − 4A₂ + 2A₃) + (A₃ − A₂)] = 3K(A₁ − 2A₂ + A₃).

With S = A₁ − 2A₂ + A₃ the sum is

μω²S = 3KS + K_sA₁, or μω² = 3K + K_sA₁/S.

No approximation has been made so far. For weak K_s the pattern is still nearly (1, −2, 1), for which S = 1 + 4 + 1 = 6 and A₁/S = 1/6. To leading order

ω² = (3K/μ)[1 + K_s/(18K)].

The square root halves a small relative change, so the frequency rises by the fraction K_s/(36K). For an assumed K_s = 0.1K this is 37.97 cm⁻¹ × 0.1/36 ≈ 0.105 cm⁻¹. Diagonalizing the full equations gives 0.109 cm⁻¹; the difference is what the leading order omits.

This shift assumes that K came from a free bilayer. If the bilayer lies on the same substrate, multiply its two equations by 1 and −1 in the same way. The result is

μω² = 2K + K_sA₁/(A₁ − A₂) ≈ 2K + ½K_s,

a fractional rise in frequency of K_s/(8K). The bilayer mode is affected more than the upper trilayer mode. Multiplying its measured frequency by √(3/2) therefore overestimates the supported trilayer's upper mode by the fraction

K_s/(8K) − K_s/(36K) = 7K_s/(72K),

about 1 % for K_s = 0.1K.

The estimate fails when K_s is no longer small compared with K. In the opposite limit layer 1 is clamped and A₁ = 0. The other two layers then obey λA₂ = 2A₂ − A₃ and λA₃ = A₃ − A₂. The second gives A₂ = (1 − λ)A₃, and the first becomes (λ − 2)(1 − λ) = −1, or

λ² − 3λ + 1 = 0, λ = (3 ± √5)/2.

Neither root is 1 or 3. Apart from a fast vibration of layer 1 against the substrate, a firmly bound trilayer has the shear modes of two layers on a fixed base, and the factor √(3/2) no longer applies.

The numerical output below lists the main computed values.

Table of computed values

```
Input bilayer shear mode: 31.0 cm^-1
Input lattice constant (rough): 0.246 nm
Input carbon atomic mass: 12.011 u
Area of two-atom cell: 0.05241 nm^2
Mass per area of a layer: 7.611e-07 kg/m^2
Bilayer angular frequency: 5.839e+12 rad/s
Interface shear stiffness K: 1.298e+19 N/m^3
Ratio upper trilayer/bilayer, diagonalized: 1.22474
Trilayer upper mode, diagonalized: 37.97 cm^-1
Trilayer upper mode, rounded: 38 cm^-1
Trilayer upper mode: 1.138 THz
Trilayer upper mode: 4.707 meV
Trilayer lower mode, diagonalized: 21.92 cm^-1
Upper pattern (layers 1,2,3): 1.000 -2.000 1.000
Period from time integration: 0.8786 ps
Upper mode from time integration: 37.97 cm^-1
Bulk antiphase mode, periodic stack: 43.84 cm^-1
AB registry curvature ratio: 1.000000
Saddle registry curvature ratio: -5.114
Upper mode if bilayer is 30.5 cm^-1: 37.35 cm^-1
Upper mode if bilayer is 31.5 cm^-1: 38.58 cm^-1
Assumed change of K in trilayer: 5 %
Upper-mode shift from change of K: +0.94 cm^-1
Assumed second-neighbour spring: 5 % of K
Upper mode with second neighbours: 37.97 cm^-1
Lower mode with second neighbours: 22.99 cm^-1
Assumed substrate spring: 10 % of K
Upper-mode shift from substrate: +0.109 cm^-1
Input internal optical mode (rough): 1580 cm^-1
Upper-mode shift from flexible layers: -0.0037 cm^-1
Input in-plane sound speed (rough): 20 km/s
Input light wavelength: 532 nm
Input numerical aperture: 0.9 (no unit)
Largest in-plane wavevector: 0.0213 nm^-1
Upper-mode shift at that wavevector: +0.067 cm^-1
Input temperature: 300 K
Mean thermal quanta in upper mode: 5.01 (no unit)
```
